# Total-angular-momentum projectors for pseudopotentials with spin-orbit coupling, part 2

A semilocal pseudopotential with one radial function $V_l(r)$ for each orbital angular momentum $l$ misses spin-orbit splitting. A relativistic construction gives two functions, $V_+(r)$ for $j=l+\tfrac12$ and $V_-(r)$ for $j=l-\tfrac12$, taken as given. The potential is $V_+P_++V_-P_-$, with the projectors

$$P_+=\frac{l+1+\boldsymbol\sigma\cdot\mathbf L/\hbar}{2l+1},\qquad P_-=\frac{l-\boldsymbol\sigma\cdot\mathbf L/\hbar}{2l+1}.\tag{1}$$

SI units are used. Here $\mathbf L=\mathbf r\times\mathbf p$, $\mathbf p=-i\hbar\nabla$, $\mathbf S=\tfrac12\hbar\boldsymbol\sigma$ with Pauli matrices $\boldsymbol\sigma$, $\mathbf J=\mathbf L+\mathbf S$, and $K=\boldsymbol\sigma\cdot\mathbf L/\hbar=2\,\mathbf L\cdot\mathbf S/\hbar^2$. The space $\mathcal H_l$ is spanned by $|m,s\rangle=|l,m\rangle|s\rangle$, $s=\uparrow,\downarrow$, where $|l,m\rangle$ are the spherical harmonics $Y_{lm}$ and

$$L_\pm|l,m\rangle=\hbar\sqrt{l(l+1)-m(m\pm1)}\;|l,m\pm1\rangle .\tag{2}$$

The operator $\Pi_l$ picks out the $l$ component of a wave function. On all functions

$$K^2+K=\frac{L^2}{\hbar^2}.\tag{5}$$

On $\mathcal H_l$, $K$ is $l$ for $j=l+\tfrac12$ ($2l+2$ states) and $-(l+1)$ for $j=l-\tfrac12$ ($2l$ states), and $P_\pm=\tfrac12(1\pm N)$ with $N=(K+\tfrac12)/(l+\tfrac12)$. If (1), written for $l$, acts on $\mathcal H_{l'}$,

$$P_\pm^2-P_\pm=\frac{K^2+K-l(l+1)}{(2l+1)^2}=\frac{l'(l'+1)-l(l+1)}{(2l+1)^2}\quad\text{on }\mathcal H_{l'} .\tag{7}$$

The traces over spin alone are

$$\mathrm{Tr}_sP_+=\frac{2l+2}{2l+1},\qquad\mathrm{Tr}_sP_-=\frac{2l}{2l+1},\tag{8}$$

each times the orbital unit operator. The full trace $\mathrm{Tr}\,K$ is zero.

$K$ conserves the eigenvalue $\hbar\mu$ of $J_z$. In the pair $|\mu-\tfrac12,\uparrow\rangle$, $|\mu+\tfrac12,\downarrow\rangle$, in this order,

$$K_\mu=\begin{pmatrix}\mu-\tfrac12&w\\w&-\mu-\tfrac12\end{pmatrix},\qquad w=\sqrt{(l+\tfrac12)^2-\mu^2}.$$

The two unpaired states $|l,\uparrow\rangle$ and $|-l,\downarrow\rangle$ have $K=l$. A p electron in $|0,\uparrow\rangle$ has no definite $j$; the projectors must cut it into its two parts.

Introduce $a=l+\tfrac12+\mu$ and $b=l+\tfrac12-\mu$, so that $a+b=2l+1$ and $ab=w^2$. The diagonal elements of $l+1+K_\mu$ are $l+1+\mu-\tfrac12=a$ and $l+1-\mu-\tfrac12=b$, and those of $l-K_\mu$ are $l-\mu+\tfrac12=b$ and $l+\mu+\tfrac12=a$. Hence

$$P_+=\frac{1}{a+b}\begin{pmatrix}a&\sqrt{ab}\\\sqrt{ab}&b\end{pmatrix},\qquad P_-=\frac{1}{a+b}\begin{pmatrix}b&-\sqrt{ab}\\-\sqrt{ab}&a\end{pmatrix}.\tag{9}$$

Idempotency is now a matrix multiplication, row by column:

$$\begin{pmatrix}a&\sqrt{ab}\\\sqrt{ab}&b\end{pmatrix}^2=\begin{pmatrix}a^2+ab&a\sqrt{ab}+\sqrt{ab}\,b\\\sqrt{ab}\,a+b\sqrt{ab}&ab+b^2\end{pmatrix}=(a+b)\begin{pmatrix}a&\sqrt{ab}\\\sqrt{ab}&b\end{pmatrix},$$

and dividing by $(a+b)^2$ returns $P_+$. For $P_-$ the diagonal elements of the square are $b^2+ab=b(a+b)$ and $ab+a^2=a(a+b)$, and the off-diagonal ones are $-b\sqrt{ab}-\sqrt{ab}\,a=-(a+b)\sqrt{ab}$, which again reproduces the matrix. In the product of the two matrices the elements are $ab-ab$, $-a\sqrt{ab}+\sqrt{ab}\,a$, $\sqrt{ab}\,b-b\sqrt{ab}$ and $-ab+ba$, all zero. On the two unpaired states $P_+=(l+1+l)/(2l+1)=1$ and $P_-=0$. The full matrix is made of these blocks, and a block-diagonal matrix is squared block by block, so idempotency holds for the whole matrix at every $l$.

Each matrix in (9) is a column times its own transpose. With $v_+=(\sqrt a,\sqrt b)^T/\sqrt{a+b}$ and $v_-=(-\sqrt b,\sqrt a)^T/\sqrt{a+b}$, direct multiplication gives $P_\pm=v_\pm v_\pm^T$. These unit vectors are the joint eigenstates of $J^2$ and $J_z$:

$$|j=l+\tfrac12,\mu\rangle=\sqrt{\frac{l+\frac12+\mu}{2l+1}}\,|\mu-\tfrac12,\uparrow\rangle+\sqrt{\frac{l+\frac12-\mu}{2l+1}}\,|\mu+\tfrac12,\downarrow\rangle,$$

$$|j=l-\tfrac12,\mu\rangle=-\sqrt{\frac{l+\frac12-\mu}{2l+1}}\,|\mu-\tfrac12,\uparrow\rangle+\sqrt{\frac{l+\frac12+\mu}{2l+1}}\,|\mu+\tfrac12,\downarrow\rangle .$$

The coefficients are the Clebsch-Gordan coefficients for coupling $l$ with spin $\tfrac12$, and the diagonal elements of the projectors are their squares. The overall sign of each vector is a convention, and it cancels in $v\,v^T$, so the projectors $P_\pm=\sum_\mu|j,\mu\rangle\langle j,\mu|$ do not depend on it. The operator $N$ has the block $\begin{pmatrix}\mu&w\\w&-\mu\end{pmatrix}/(l+\tfrac12)$, whose entries are $\cos\theta$ and $\sin\theta$ with $\cos\theta=\mu/(l+\tfrac12)$, because $\mu^2+w^2=(l+\tfrac12)^2$. The weights $a/(a+b)=\tfrac12(1+\cos\theta)$ and $b/(a+b)=\tfrac12(1-\cos\theta)$ are those of a spin pointing at the angle $\theta$ from the $z$ axis. The likeness extends only to the weights. The up and down components of $|j,\mu\rangle$ belong to orthogonal orbital states, so the mean values of $\sigma_x$ and $\sigma_y$ are zero, while the mean value of $\sigma_z$ is $\cos\theta$ for $j=l+\tfrac12$ and $-\cos\theta$ for $j=l-\tfrac12$.

For p states, $l=1$, there are two blocks. For $\mu=\tfrac12$ the basis is $|0,\uparrow\rangle,|1,\downarrow\rangle$, with $a=2$, $b=1$ and $w=\sqrt2=1.41421$, so

$$K_{1/2}=\begin{pmatrix}0&\sqrt2\\\sqrt2&-1\end{pmatrix},\qquad P_+=\frac{2+K_{1/2}}{3}=\frac13\begin{pmatrix}2&\sqrt2\\\sqrt2&1\end{pmatrix},\qquad P_-=\frac{1-K_{1/2}}{3}=\frac13\begin{pmatrix}1&-\sqrt2\\-\sqrt2&2\end{pmatrix}.$$

The squares are

$$P_+^2=\frac19\begin{pmatrix}4+2&2\sqrt2+\sqrt2\\2\sqrt2+\sqrt2&2+1\end{pmatrix}=\frac13\begin{pmatrix}2&\sqrt2\\\sqrt2&1\end{pmatrix},$$

$$P_-^2=\frac19\begin{pmatrix}1+2&-\sqrt2-2\sqrt2\\-\sqrt2-2\sqrt2&2+4\end{pmatrix}=\frac13\begin{pmatrix}1&-\sqrt2\\-\sqrt2&2\end{pmatrix}.$$

In decimals the entries are $2/3=0.66667$, $\sqrt2/3=0.47140$ and $1/3=0.33333$. For $\mu=-\tfrac12$ the basis is $|-1,\uparrow\rangle,|0,\downarrow\rangle$, with $a=1$ and $b=2$, so the weights change places. In the order $|1,\uparrow\rangle$, $|1,\downarrow\rangle$, $|0,\uparrow\rangle$, $|0,\downarrow\rangle$, $|-1,\uparrow\rangle$, $|-1,\downarrow\rangle$, the complete matrix is

$$P_+=\frac13\begin{pmatrix}3&0&0&0&0&0\\0&1&\sqrt2&0&0&0\\0&\sqrt2&2&0&0&0\\0&0&0&2&\sqrt2&0\\0&0&0&\sqrt2&1&0\\0&0&0&0&0&3\end{pmatrix},$$

with trace $(3+1+2+2+1+3)/3=4$, and $P_-=1-P_+$ has trace $2$. The spin sums of the diagonal are $(3+1)/3$, $(2+2)/3$ and $(1+3)/3$, each equal to the value $4/3$ required by (8). The state from the opening paragraphs is cut as

$$P_+|0,\uparrow\rangle=\tfrac23|0,\uparrow\rangle+\tfrac{\sqrt2}{3}|1,\downarrow\rangle,\qquad P_-|0,\uparrow\rangle=\tfrac13|0,\uparrow\rangle-\tfrac{\sqrt2}{3}|1,\downarrow\rangle .$$

The two parts add up to $|0,\uparrow\rangle$, their scalar product is $\tfrac29-\tfrac29=0$, and their squared lengths are $\tfrac49+\tfrac29=0.66667$ and $\tfrac19+\tfrac29=0.33333$. When $V_+\ne V_-$ the two $|1,\downarrow\rangle$ terms no longer cancel, and the potential turns part of the spin-up state into a spin-down state with amplitude $\tfrac{\sqrt2}{3}(V_+-V_-)$.

The numerical check checks these results against independent constructions. It obtains the matrices of $\mathbf L$ for $l=0$ to $3$ by differentiating the polynomials $r^lY_{lm}$ in Cartesian coordinates and integrating over the sphere, and compares them with (2). For $l=0$ to $4$ it compares (1) with projectors built from the eigenvectors of the matrix $J^2$ and with projectors summed from Clebsch-Gordan coefficients, and it asserts (5), idempotency, the vanishing product, the ranks, the spin traces (8), the commutation with $\mathbf J$, the failure to commute with $L_z$ for $l\ge1$, the blocks, and equation (7) for all pairs $l,l'$. The largest element of $P_+^2-P_+$ is $1\times10^{-16}$, the size of floating-point rounding, and idempotency is also asserted in exact arithmetic for $l=1$ to $3$ and for the block with symbolic $l$ and $\mu$.

The pseudopotential in the channel $l$ can now be written out. The radial functions commute with $K$, because $L_zf(r)=-i\hbar(x\partial_y-y\partial_x)f=-i\hbar f'(r)(xy-yx)/r=0$, so that $L_z$ passes through a factor $f(r)$, and the same holds for the other components. Collecting the terms without and with $K$,

$$V_+P_++V_-P_-=\frac{(l+1)V_++l\,V_-}{2l+1}+\frac{V_+-V_-}{2l+1}\,K .$$

With $K=2\mathbf L\cdot\mathbf S/\hbar^2$ this is

$$V_+P_++V_-P_-=V_{\rm av}(r)+V_{\rm so}(r)\,\frac{\mathbf L\cdot\mathbf S}{\hbar^2},\qquad V_{\rm av}=\frac{(l+1)V_++l\,V_-}{2l+1},\qquad V_{\rm so}=\frac{2\,(V_+-V_-)}{2l+1}.\tag{10}$$

The rearrangement is exact, and $V_{\rm so}$ has the unit of energy. It can be run backwards. The operator $\mathbf L\cdot\mathbf S/\hbar^2=K/2$ has the values $l/2$ and $-(l+1)/2$, and

$$V_{\rm av}+\frac l2V_{\rm so}=\frac{(l+1)V_++lV_-+lV_+-lV_-}{2l+1}=V_+,$$

$$V_{\rm av}-\frac{l+1}{2}V_{\rm so}=\frac{(l+1)V_++lV_--(l+1)V_++(l+1)V_-}{2l+1}=V_- .$$

By (8), $V_{\rm av}$ is half the spin trace of the potential, which is its average over the two spin directions; its weights are also the ratios $(2l+2)/(4l+2)$ and $2l/(4l+2)$ of the multiplet sizes to the size of the shell. The plain mean is a different function: adding the last two equations gives $\tfrac12(V_++V_-)=V_{\rm av}-\tfrac14V_{\rm so}$, so part of the spin-orbit term remains in it. When $V_+=V_-$ the spin-orbit term vanishes and the single $V_l$ of the opening is recovered. For $l=0$ the operator $\mathbf L\cdot\mathbf S$ is zero and $V_{\rm av}=V_+$. The complete semilocal potential is the sum over $l$ of (10) multiplied by $\Pi_l$.

For one electron of mass $m_e$ in the field of a single spherical pseudo-atom, with nonrelativistic kinetic energy so that all spin-orbit coupling resides in the potential, the problem separates. The kinetic energy is first split into radial and angular parts. With sums over repeated indices, $L^2=\epsilon_{ijk}\epsilon_{inq}\,x_jp_kx_np_q$, and the identity $\epsilon_{ijk}\epsilon_{inq}=\delta_{jn}\delta_{kq}-\delta_{jq}\delta_{kn}$ gives $L^2=x_jp_kx_jp_k-x_jp_kx_kp_j$. In the first term $p_kx_j=x_jp_k-i\hbar\delta_{jk}$ gives $r^2p^2-i\hbar\,\mathbf r\cdot\mathbf p$. In the second $p_kx_k=x_kp_k-3i\hbar$ gives $x_jx_kp_kp_j-3i\hbar\,\mathbf r\cdot\mathbf p$, and from $(\mathbf r\cdot\mathbf p)^2=x_jp_jx_kp_k=x_jx_kp_jp_k-i\hbar\,\mathbf r\cdot\mathbf p$ the second term equals $(\mathbf r\cdot\mathbf p)^2-2i\hbar\,\mathbf r\cdot\mathbf p$. The difference is $L^2=r^2p^2-(\mathbf r\cdot\mathbf p)^2+i\hbar\,\mathbf r\cdot\mathbf p$. Inserting $\mathbf r\cdot\mathbf p=-i\hbar\,r\partial_r$ gives $r^2p^2=L^2-\hbar^2[(r\partial_r)^2+r\partial_r]=L^2-\hbar^2(r^2\partial_r^2+2r\partial_r)$. For $f=u(r)/r$ one has $f''+2f'/r=u''/r$. A wave function $\sum_{m,s}r^{-1}u_{ms}(r)|m,s\rangle$ in the channel $l$ therefore obeys $H\mathbf u=E\mathbf u$ for the column $\mathbf u$ of $2(2l+1)$ radial functions, with

$$H=T_l+V_{\rm av}+\tfrac12V_{\rm so}K,\qquad T_l=-\frac{\hbar^2}{2m_e}\frac{d^2}{dr^2}+\frac{\hbar^2l(l+1)}{2m_er^2},$$

and with $u(0)=0$ and $u$ square-integrable. The matrix $K$ couples the components. Since $1=P_++P_-$, the same operator is $H=(T_l+V_+)P_++(T_l+V_-)P_-$. On a state $u(r)|j,\mu\rangle$ one projector gives $1$ and the other $0$, so

$$(T_l+V_\pm)\,u=E\,u .\tag{11}$$

Every solution of (11) with $V_+$ appears $2l+2$ times and every solution with $V_-$ appears $2l$ times, once for each $\mu$. This separation needs spherical symmetry. In a molecule or crystal the potential of each atom is still given by (10), but the neighbours add terms that do not commute with $\Pi_lP_\pm$, and the eigenstates then in general mix different $l$ and $j$, as far as the symmetry of the site allows.

The size of the splitting can be estimated from the solution in $V_{\rm av}$ alone. Both equations (11) belong to the family $h(\lambda)=T_l+V_{\rm av}+\lambda V_{\rm so}$, with $\lambda_+=l/2$ and $\lambda_-=-(l+1)/2$. Let $E(\lambda)$ be the lowest eigenvalue, $E_{\rm av}=E(0)$, let $u_0$ be the normalized lowest state at $\lambda=0$, and let $\langle V_{\rm so}\rangle=\int_0^\infty u_0^2V_{\rm so}\,dr$. The expectation value of $h(\lambda)$ in any normalized function is an average of its eigenvalues with non-negative weights and cannot lie below the lowest. Taking $u_0$ as that function,

$$E(\lambda)\le E_{\rm av}+\lambda\langle V_{\rm so}\rangle .\tag{12}$$

Assume that the lowest radial level, being single and separated from the next, has an expansion $E(\lambda)=E_{\rm av}+\lambda E_1+\lambda^2E_2+\dots$ for the values of $\lambda$ needed. By (12) the function $E(\lambda)-E_{\rm av}-\lambda\langle V_{\rm so}\rangle$ is never positive and is zero at $\lambda=0$, so it has a maximum there. Its slope vanishes, which gives $E_1=\langle V_{\rm so}\rangle$, and its curvature is not positive, which gives $E_2\le0$. To first order in $V_{\rm so}$ the shifts are $+\tfrac l2\langle V_{\rm so}\rangle$ and $-\tfrac{l+1}2\langle V_{\rm so}\rangle$, and the splitting is $(l+\tfrac12)\langle V_{\rm so}\rangle$. For positive $\langle V_{\rm so}\rangle$ the lower $j$ lies lower at this order. Weighting with the degeneracies, $(2l+2)\tfrac l2-2l\,\tfrac{l+1}2=0$, which is $\mathrm{Tr}\,K=0$ once more, so the weighted mean of the two levels does not move at first order. Applying the same weights to the exact inequality (12) shows that, for the lowest level of the channel, the weighted mean cannot lie above $E_{\rm av}$ at any strength of $V_{\rm so}$.

A model p channel with round parameters puts numbers to this; it stands for no particular element. The two potentials are

$$V_j(r)=-\frac{Ze^2}{4\pi\varepsilon_0r}\,\mathrm{erf}(r/r_c)+A_j\,e^{-r^2/r_c^2},\qquad\mathrm{erf}(x)=\frac{2}{\sqrt\pi}\int_0^xe^{-t^2}dt,$$

with $Z=2$, $r_c=1.0\times10^{-10}$ m, $A_{3/2}=-1.0\times10^{-18}$ J and $A_{1/2}=-1.3\times10^{-18}$ J. The first term is finite at the origin, since $\mathrm{erf}(x)\approx2x/\sqrt\pi$ for small $x$, and tends to the Coulomb potential of a charge $Ze$ for $r\gg r_c$. The constants are $\hbar^2/2m_e=6.104264\times10^{-39}$ J m$^2$ and $e^2/4\pi\varepsilon_0=2.307078\times10^{-28}$ J m. The first term is common to both $j$, so it passes unchanged into $V_{\rm av}$, whose weights add up to one, and cancels from $V_{\rm so}$. The Gaussian amplitudes follow from (10) with $l=1$:

$$A_{\rm av}=\frac{2(-1.0)+(-1.3)}{3}\times10^{-18}\ \text{J}=-1.1\times10^{-18}\ \text{J},$$

$$A_{\rm so}=\frac{2\,[(-1.0)-(-1.3)]}{3}\times10^{-18}\ \text{J}=2.0\times10^{-19}\ \text{J}.$$

The levels were computed in two ways. The first diagonalizes the six-component operator $T_1+V_{\rm av}+\tfrac12V_{\rm so}K$ in the product basis $|m,s\rangle$ with a set of Laguerre-type radial functions, and makes no use of $j$. The second solves the two separate equations (11) with $V_{3/2}$ and $V_{1/2}$ by finite differences, and makes no use of $K$. Six figures are kept in the energies only because differences of nearly equal levels are taken; they describe the model and nothing beyond it. The six-component calculation gives two states at $-1.84017\times10^{-18}$ J and four at $-1.79292\times10^{-18}$ J, with the next level far above at $-8.56\times10^{-19}$ J. The expectation value of the $j=\tfrac32$ projector is $0$ in the two lower states and $1$ in the four upper ones. The radial equations give $E_{1/2}=-1.84017\times10^{-18}$ J, or $-11.485$ eV, and $E_{3/2}=-1.79292\times10^{-18}$ J, or $-11.19$ eV, and the two methods differ by $2\times10^{-25}$ J in the worse of the two cases. The degeneracies, the projector expectation values and the agreement of the methods are all asserted in the program. An error of sign, weight or factor in (10) would have shifted the six-component levels away from those of $V_{3/2}$ and $V_{1/2}$. The splitting is

$$E_{3/2}-E_{1/2}=(-1.79292+1.84017)\times10^{-18}\ \text{J}=4.725\times10^{-20}\ \text{J}=0.2949\ \text{eV}.$$

In $V_{\rm av}$ alone the level is $E_{\rm av}=-1.80833\times10^{-18}$ J, and in that state the Gaussian has the expectation value $0.15578$. Then $\langle V_{\rm so}\rangle=2.0\times10^{-19}\ \text{J}\times0.15578=3.1156\times10^{-20}$ J. The first-order shifts are $+\tfrac12\langle V_{\rm so}\rangle=1.5578\times10^{-20}$ J for $j=\tfrac32$ and $-\langle V_{\rm so}\rangle=-3.1156\times10^{-20}$ J for $j=\tfrac12$. The right side of (12) is thus $(-1.80833+0.01558)\times10^{-18}=-1.79275\times10^{-18}$ J for $j=\tfrac32$ and $(-1.80833-0.03116)\times10^{-18}=-1.83949\times10^{-18}$ J for $j=\tfrac12$, and the computed levels lie below both bounds, by $0.00017\times10^{-18}$ J and $0.00068\times10^{-18}$ J. These deficits carry only two figures, and to that accuracy their ratio is close to $4$, the ratio $\lambda_-^2/\lambda_+^2=1/\tfrac14$ that purely second-order terms would give; higher orders change it slightly. The first-order splitting is $\tfrac32\langle V_{\rm so}\rangle=4.67346\times10^{-20}$ J, or $0.2917$ eV. Relative to the computed splitting of $4.72501\times10^{-20}$ J its error is $(4.67346-4.72501)/4.72501=-1.09\,\%$. The weighted mean of the six states is

$$\frac{4(-1.79292)+2(-1.84017)}{6}\times10^{-18}\ \text{J}=-1.80867\times10^{-18}\ \text{J},$$

which lies $3.410\times10^{-22}$ J below $E_{\rm av}$, on the side that (12) requires.

The sign and size of the error in the splitting follow from the same coefficient $E_2$. At second order the mean moves by $\tfrac16\left(4\cdot\tfrac14+2\cdot1\right)E_2=\tfrac12E_2$, and the splitting changes by $(\lambda_+^2-\lambda_-^2)E_2=-\tfrac34E_2$. Since $E_2\le0$ and the $j=\tfrac12$ level is the lower one in this model, where $\langle V_{\rm so}\rangle>0$, the second-order term widens the splitting, because it pushes the $j=\tfrac12$ level down four times as far as the $j=\tfrac32$ level, and the first-order value is too small. If orders beyond the second are neglected, the change of the splitting is $-\tfrac32$ times the shift of the mean, that is $1.5\times3.410\times10^{-22}=5.115\times10^{-22}$ J. The computed change is $(4.72501-4.67346)\times10^{-20}=5.155\times10^{-22}$ J. The two agree to within $4\times10^{-24}$ J, and this remainder, which exceeds the numerical difference between the methods, is what the expansion leaves to third and higher orders. That the first-order errors are of second order in $V_{\rm so}$ is tested directly: the program scales $V_{\rm so}$ down, halves it once more, and finds that the errors of the $j=\tfrac32$ level, of the $j=\tfrac12$ level and of the mean fall by factors of $3.998$, $4.003$ and $4.002$, against the factor $4$ of a purely quadratic term.

## Numbers as computed

```
l=0: Tr K = 0.0, Tr P+ = 2.000000, Tr P- = 0.000000, max|P+^2-P+| = 0e+00
l=1: Tr K = 0.0, Tr P+ = 4.000000, Tr P- = 2.000000, max|P+^2-P+| = 0e+00
l=2: Tr K = 0.0, Tr P+ = 6.000000, Tr P- = 4.000000, max|P+^2-P+| = 1e-16
l=3: Tr K = 0.0, Tr P+ = 8.000000, Tr P- = 6.000000, max|P+^2-P+| = 1e-16
l=4: Tr K = 0.0, Tr P+ = 10.000000, Tr P- = 8.000000, max|P+^2-P+| = 1e-16
hbar = 1.054572e-34 J s
l=1 eigenvalues of sigma.L: 1.054572e-34 J s and -2.109144e-34 J s
l=1 matrix P+ (order: 1up 1dn 0up 0dn -1up -1dn), dimensionless:
   1.00000  0.00000  0.00000  0.00000  0.00000  0.00000
   0.00000  0.33333  0.47140  0.00000  0.00000  0.00000
   0.00000  0.47140  0.66667  0.00000  0.00000  0.00000
   0.00000  0.00000  0.00000  0.66667  0.47140  0.00000
   0.00000  0.00000  0.00000  0.47140  0.33333  0.00000
   0.00000  0.00000  0.00000  0.00000  0.00000  1.00000
mu=1/2 block (0up,1dn) of K: 0.00000 1.41421 1.41421 -1.00000
mu=1/2 block (0up,1dn) of P+: 0.66667 0.47140 0.47140 0.33333
mu=1/2 block (0up,1dn) of P+^2: 0.66667 0.47140 0.47140 0.33333
mu=1/2 block (0up,1dn) of P-: 0.33333 -0.47140 -0.47140 0.66667
mu=1/2 block (0up,1dn) of P-^2: 0.33333 -0.47140 -0.47140 0.66667
state |0,up>: weight j=3/2 = 0.66667, weight j=1/2 = 0.33333
l=1 formula for P+ on l=2 space: eigenvalues 1.33333, -0.33333; P^2-P = 0.44444
L.S/hbar^2 used in place of K, l=1: eigenvalues 0.83333, 0.33333
Z = 2, rc = 1.00e-10 m, A_3/2 = -1.00e-18 J, A_1/2 = -1.30e-18 J
hbar^2/(2 m_e) = 6.104264e-39 J m^2
e^2/(4 pi eps0) = 2.307078e-28 J m
A_av = -1.1000e-18 J, A_so = 2.0000e-19 J
six-component levels / J: -1.84017e-18 -1.84017e-18 -1.79292e-18 -1.79292e-18 -1.79292e-18 -1.79292e-18
next six-component level = -8.56492e-19 J
<P+> in the six lowest states: 0.0000 0.0000 1.0000 1.0000 1.0000 1.0000
radial equation j=1/2: E = -1.84017e-18 J = -11.4854 eV
radial equation j=3/2: E = -1.79292e-18 J = -11.1905 eV
largest difference of the two methods = 2e-25 J
splitting = 4.72501e-20 J = 0.2949 eV
level in V_av alone = -1.80833e-18 J
<exp(-r^2/rc^2)> = 0.15578, <V_so> = 3.11564e-20 J
first-order shift j=3/2 = 1.55782e-20 J, j=1/2 = -3.11564e-20 J
first-order splitting = 4.67346e-20 J = 0.2917 eV
first-order splitting relative error = -1.09 %
weighted mean level = -1.80867e-18 J, minus V_av level = -3.410e-22 J
error ratios on halving V_so (3/2, 1/2, mean): 3.998 4.003 4.002
```
